# The Zeeman effect of a $\Gamma_8$ quartet in cubic symmetry, part 3

An ion with $J=5/2$ on a cubic site has the Zeeman operator $\mu_B\,\mathbf B\cdot\mathbf M$, $\mathbf M=\mathbf L+g_s\mathbf s$ (atomic units in the algebra). Inside the multiplet $\mathbf M=g_J\mathbf J$; for one f electron $g_J=(8-g_s)/7$. The crystal field is $H_{CF}=B_4(O_4^0+5O_4^4)$, with $O_4^0=35J_z^4-(30X-25)J_z^2+3X^2-6X$, $X=J(J+1)$, $5O_4^4=\tfrac52(J_+^4+J_-^4)$. It gives a quartet $|a_\pm\rangle,|{\pm\tfrac12}\rangle$ at $120B_4$ and a doublet $|d_\pm\rangle$ at $-240B_4$, with gap $\Delta=360|B_4|$:

$$|a_\pm\rangle=\sqrt{\tfrac56}\,|{\pm\tfrac52}\rangle+\sqrt{\tfrac16}\,|{\mp\tfrac32}\rangle,\quad|d_\pm\rangle=\sqrt{\tfrac16}\,|{\pm\tfrac52}\rangle-\sqrt{\tfrac56}\,|{\mp\tfrac32}\rangle .$$

In a $\Gamma_8$ quartet the rotations $R$ of the cubic group $O$ act as matrices $D(R)$, generated by a fictitious spin $3/2$, $\tilde{\mathbf S}$, with states $|\tilde m\rangle$. To first order in the field,

$$H=\mu_B\left[g\,\mathbf B\cdot\tilde{\mathbf S}+f\left(B_x\tilde S_x^3+B_y\tilde S_y^3+B_z\tilde S_z^3\right)\right].\tag{1}$$

With $P,Q$ the diagonal elements of $M_z$ for $\tilde m=\tfrac32,\tfrac12$,

$$g=\frac{27Q-P}{12},\qquad f=\frac{P-3Q}{3}.\tag{2}$$

For $J=5/2$,

$$g=\frac{23}{18}\,g_J,\qquad f=-\frac{10}9\,g_J .\tag{4}$$

Pauli matrices $\tau$ and $\sigma$ act on the first and second index of $|{+}\uparrow\rangle=|a_+\rangle$, $|{+}\downarrow\rangle=|a_-\rangle$, $|{-}\uparrow\rangle=|\tfrac12\rangle$, $|{-}\downarrow\rangle=|{-\tfrac12}\rangle$. With $i=1,2,3$ for $x,y,z$,

$$M_i=\sigma_i\,(a+b\,\tau_i),\qquad a=\tfrac76\,g_J,\quad b=\tfrac23\,g_J .\tag{5}$$

Other $\Gamma_8$ quartets have their own $a,b$. Here $\tau_k=\mathbf u_k\cdot\boldsymbol\tau$, with unit vectors $\mathbf u_k$:

$$\tau_1=-\tfrac12\tau_z+\tfrac{\sqrt3}2\tau_x,\qquad\tau_2=-\tfrac12\tau_z-\tfrac{\sqrt3}2\tau_x,\qquad\tau_3=\tau_z ,$$

$$\tau_i^2=1,\qquad\tau_1+\tau_2+\tau_3=0,\qquad\{\tau_i,\tau_j\}=-1\ (i\ne j),\qquad[\tau_1,\tau_2]=[\tau_2,\tau_3]=[\tau_3,\tau_1]=i\sqrt3\,\tau_y .\tag{6}$$

$$\tilde S_i=-\sigma_i\left(\tfrac12+\tau_i\right),\qquad\tilde S_i'=-\sigma_i\left(\tfrac12-\tau_i\right).\tag{7}$$

$$f=\tfrac23\,(b-2a),\qquad g=\tfrac16\,(14a-13b).\tag{9}$$

$$P=-(a+b),\qquad Q=a-b .\tag{11}$$

The second labelling, $\tilde{\mathbf S}'$, has constants $g',f'$ given by (9) with $b\to-b$. Also $\tau_y\,D(R)\,\tau_y=\chi_2(R)\,D(R)$, with $\chi_2=+1$ on the tetrahedral rotations $T$ and $-1$ on the rest of $O$.

Counting rule: the solutions $X$ of $A(R)X=XB(R)$ number the group average of $\chi_A\chi_B^*$, where $\chi=\operatorname{tr}$. For spin $j$, $\chi_j(\theta)=\sin[(2j+1)\theta/2]/\sin(\theta/2)$. The matrix $W$ solves $D(R)W=WD^{3/2}(R)$ and supplies the standard basis. Covariant triples obey $DM_jD^\dagger=\sum_iM_iR_{ij}$, where $R_{ij}=\epsilon_j\,\delta_{i,\pi(j)}$, $\epsilon_j=\pm1$, $\pi$ a permutation; they number the average of $\operatorname{tr}R\,|\chi_{3/2}|^2$.

## The levels for any direction of the field

Let $\mathbf B=B\mathbf n$ and $N=\mathbf n\cdot\mathbf M=\sum_in_i\sigma_iA_i$ with $A_i=a+b\tau_i$. In the square, the terms $i=j$ give $n_i^2A_i^2=n_i^2(a^2+b^2+2ab\,\tau_i)$. The pair $(1,2)$ gives $n_1n_2(\sigma_x\sigma_yA_1A_2+\sigma_y\sigma_xA_2A_1)=i\,n_1n_2\,\sigma_z[A_1,A_2]$, and by (6) $[A_1,A_2]=i\sqrt3\,b^2\tau_y$. The other pairs follow cyclically, so

$$N^2=a^2+b^2+Y,\qquad Y=2ab\,\mathbf w\cdot\boldsymbol\tau-\sqrt3\,b^2\,\tau_y\,\boldsymbol\kappa\cdot\boldsymbol\sigma ,$$

with $\mathbf w=\sum_in_i^2\mathbf u_i$ and $\boldsymbol\kappa=(n_yn_z,\,n_zn_x,\,n_xn_y)$. The vector $\mathbf w$ lies in the $xz$ plane, so $\mathbf w\cdot\boldsymbol\tau$ anticommutes with $\tau_y$; it commutes with $\boldsymbol\sigma$, and the cross terms in $Y^2$ cancel. Define $K=|\boldsymbol\kappa|^2=\sum_{i<j}n_i^2n_j^2$. Then $|\mathbf w|^2=\sum_in_i^4-K$, and $1=(\sum_in_i^2)^2=\sum_in_i^4+2K$ turns this into $1-3K$. Hence $Y^2=4a^2b^2(1-3K)+3b^4K$, a number. $Y$ is traceless, so its two roots occur twice each. The antiunitary operation $\sigma_y\times$(complex conjugation) reverses all $\sigma_i$ and leaves the real matrices $\tau_1,\tau_2,\tau_3$ alone, so it sends $N$ to $-N$ and the eigenvalues of $N$ come in pairs $\pm y$. The four energies are $\pm\mu_BB\,y$ with

$$y^2=a^2+b^2\pm\sqrt{4a^2b^2-3b^2\,(4a^2-b^2)\,K}.\tag{12}$$

The direction enters only through $K$, which is $0$ along $[001]$, $\tfrac14$ along $[110]$ and $\tfrac13$ along $[111]$. Along $[001]$, $y=|a\pm b|$. Along $[111]$ the root is $b^2$, so $y=|a|$ and $y=\sqrt{a^2+2b^2}$. The spectrum is isotropic in three cases. For $b=2a$, (9) gives $f=0$, a spin $3/2$ with equal spacings. For $b=-2a$, $f'=0$, which is the same in the other labelling although $f\ne0$; a nonzero $f$ therefore does not by itself imply anisotropy. For $b=0$ the quartet behaves as two coincident doublets with $y=|a|$.

For the $J=5/2$ quartet, in units of $g_J$, $a^2+b^2=\tfrac{65}{36}$, $4a^2b^2=\tfrac{196}{81}$ and $3b^2(4a^2-b^2)=\tfrac43\cdot5=\tfrac{20}3$. Along $[111]$, $y=\tfrac76=1.1667$ and $y=\sqrt{81/36}=1.5000$. Along $[110]$ the root is $\sqrt{\tfrac{196}{81}-\tfrac{135}{81}}=\tfrac{\sqrt{61}}9$, which gives $y=0.9684$ and $1.6350$.

Equation (12) disposes of the assignment by energy, in which the highest level along $z$ is called $\tilde m=\tfrac32$ and the next $\tilde m=\tfrac12$. Then $P=+\tfrac{11}6$, $Q=\tfrac12$, and (2) gives $g=(\tfrac{27}2-\tfrac{11}6)/12=\tfrac{35}{36}$ and $f=(\tfrac{11}6-\tfrac96)/3=\tfrac19$, a pair in which $f$ is small against $g$. Inverting (11), $a=(Q-P)/2=-\tfrac23$ and $b=-(P+Q)/2=-\tfrac76$: the magnitudes of $a$ and $b$ are interchanged. The levels $|a\pm b|$ along $[001]$ do not notice the interchange, but along $[111]$ they become $0.6667$ and $\sqrt{114/36}=1.7795$ in place of $1.1667$ and $1.5000$. This pair is not a relabelling; it describes a different quartet.

The spectrum depends on $a^2$ and $b^2$ only. The sign of $b$ is the labelling convention. The sign of $a$ is not a convention, as an invariant under change of basis that is odd in $a$ and even in $b$ shows:

$$\operatorname{Tr}M_xM_yM_z=\operatorname{tr}(\sigma_x\sigma_y\sigma_z)\operatorname{tr}(A_1A_2A_3)=2i\,\left(2a^3-3ab^2\right).$$

In the second trace the terms with one $\tau$ are traceless, the three terms with two give $ab^2\cdot2\,\mathbf u_i\cdot\mathbf u_j=-ab^2$ each, and the term with three is $2i\,b^3\,\mathbf u_1\cdot(\mathbf u_2\times\mathbf u_3)=0$ for coplanar vectors. For $J=5/2$ the value is $2i\cdot\tfrac76\cdot\tfrac{25}{18}=\tfrac{175}{54}i$ in units of $g_J^3$. It is odd under $(g,f)\to(-g,-f)$. Its imaginary part has the sign of $a(2a^2-3b^2)$, so once $a^2$ and $b^2$ are known it fixes the sign of $a$, except at $2a^2=3b^2$, where it vanishes and gives no information. Its meaning appears on writing $M_\pm=M_x\pm iM_y$ and denoting by $z_m$ the eigenvalues of $M_z$. Then $\sum_{mn}(z_m-z_n)|\langle m|M_+|n\rangle|^2=\operatorname{Tr}M_z[M_+,M_-]=-2i\operatorname{Tr}M_z[M_x,M_y]=-4i\operatorname{Tr}M_xM_yM_z$, the last step because $\operatorname{Tr}M_yM_xM_z$ is the complex conjugate of the imaginary number $\operatorname{Tr}M_xM_yM_z$. The sum weighs the strength of each transition driven by $M_+$ with its energy in a field along $z$, so its sign says which sense of circular polarization carries the larger energy-weighted strength of upward transitions. For $J=5/2$ it is $-4i\cdot\tfrac{175}{54}i=+\tfrac{350}{27}$ in units of $g_J^3$, in favour of $M_+$. The unweighted strengths need not follow the same sign for other $g$ and $f$.

## Where the form or the constants fail

**Lower cubic symmetry.** In $T$ or $T_h$ the rotations are $E$, $8C_3$ and $3C_2$, and the count of covariant triples on a quartet that rotates as spin $3/2$ is $3\cdot16/12=4$. The elements of $T$ have cyclic $\pi$ and $\epsilon_1\epsilon_2\epsilon_3=1$. Two further triples are then covariant. One is $\{\tilde S_y,\tilde S_z\}$ and its cyclic partners, which pick up $\epsilon_2\epsilon_3=\epsilon_1$. The other is $N_x=\{\tilde S_x,\tilde S_y^2-\tilde S_z^2\}$ and its cyclic partners, which pick up $\epsilon_1$. The first is even in $\tilde{\mathbf S}$ and is excluded when time reversal acts on the quartet as on a spin. The second is odd and survives. It is new, because $N_z$ has the off-diagonal element $\langle\tilde{\tfrac32}|N_z|{-\tilde{\tfrac12}}\rangle=\sqrt3$ while $\tilde S_z$ and $\tilde S_z^3$ are diagonal. In a fixed basis the Zeeman Hamiltonian in $T$ or $T_h$ thus has three constants, but one of them only records the choice of basis. By (7), $\tilde S_i^2=\tfrac54+\tau_i$, so (6) gives $N_x=-\sigma_x\{\tfrac12+\tau_1,\tau_2-\tau_3\}=-\sigma_x(\tau_2-\tau_3)$ and cyclically. With $\tau_i^\perp=-i\tau_y\tau_i$, and $-i\tau_y\tau_z=\tau_x$, $-i\tau_y\tau_x=-\tau_z$, one has $\tau_2-\tau_3=\sqrt3\,\tau_1^\perp$, $\tau_3-\tau_1=\sqrt3\,\tau_2^\perp$, $\tau_1-\tau_2=\sqrt3\,\tau_3^\perp$. The general moment is $M_i=\sigma_i(a+b\tau_i+c\tau_i^\perp)$. Writing $b=\bar b\cos\varphi$, $c=\bar b\sin\varphi$ gives $b\tau_i+c\tau_i^\perp=\bar b\,e^{-i\varphi\tau_y}\tau_i=\bar b\,V\tau_iV^\dagger$ with $V=e^{-i\varphi\tau_y/2}$, because $\tau_y$ anticommutes with $\tau_i$. The matrix $V$ commutes with $D(R)$ for $R$ in $T$, where $\chi_2=+1$, and it is real in the product basis, so it commutes with time reversal $\sigma_y\times$(complex conjugation). The basis $V|\tilde m\rangle$ therefore transforms under $T$ and time reversal exactly as $|\tilde m\rangle$ does, and in it the moment has the form (5) with $\bar b$. So (1) still holds for a suitable basis, and the levels are (12) with $b^2\to b^2+c^2$. What is lost in $T$ is the uniqueness of the basis: the count for $A=B=D^{3/2}$ is $(16+8)/12=2$. In $O$ a fourfold rotation about $x$ exchanges $\tilde S_y^2$ and $\tilde S_z^2$ and reverses $N_x$, which forbids the term.

**Distortion.** By (7), $\tilde S_i^2=\tfrac54+\tau_i$, so $\tau_z$ and $\tau_x$ are quadrupole operators, even under time reversal. A static tetragonal strain can add a term proportional to $\tau_z$ at zero field and split the quartet into two Kramers doublets. Equation (1) requires such a splitting to be small against $\mu_BB\,y$.

**Second order in the field.** Take the quartet as the lower level and put $x=g_J\mu_BB$. For $\mathbf B\parallel z$, $J_z$ couples $|a_\pm\rangle$ to $|d_\pm\rangle$ with

$$\langle d_+|J_z|a_+\rangle=\tfrac{\sqrt5}6\cdot\tfrac52+\tfrac{\sqrt5}6\cdot\tfrac32=\tfrac{2\sqrt5}3 ,$$

whose square is $\tfrac{20}9$, and leaves $|{\pm\tfrac12}\rangle$ as exact eigenstates. The outer levels shift by $-\tfrac{20}9x^2/\Delta$ at leading order. The doublet has $\langle d_\pm|J_z|d_\pm\rangle=\pm(\tfrac5{12}-\tfrac{15}{12})=\mp\tfrac56$, so the diagonal gap in each $2\times2$ block is $\Delta\mp(\tfrac{11}6+\tfrac56)x=\Delta\mp\tfrac83x$, and the shift of $|a_\pm\rangle$ through third order is $-\tfrac{20}9x^2/(\Delta\mp\tfrac83x)$.

For a general direction the sum of the four second-order shifts is $-x^2/\Delta$ times the sum of $|\langle d|\mathbf n\cdot\mathbf J|q\rangle|^2$ over doublet and quartet states. By completeness this sum is the trace of $(\mathbf n\cdot\mathbf J)^2$ over the quartet minus the trace of $N^2/g_J^2$. The first is a quadratic form in $\mathbf n$ invariant under the cubic group, hence isotropic and equal to $\tfrac13\cdot4\cdot\tfrac{35}4=\tfrac{35}3$. The second is $4\cdot\tfrac{65}{36}=\tfrac{65}9$, since $Y$ is traceless. The four shifts add up to $-\tfrac{40}9x^2/\Delta$ in every direction. Time reversal makes the spectrum even in $B$ while exchanging the levels $\pm y$, so partners have equal second-order shifts.

Along $[111]$ the outer pair does not shift at all within the multiplet. Quantize $\mathbf J$ along $[111]$ with quantum number $m'$. The threefold rotation has eigenvalues $e^{-2\pi im'/3}$, which are $-1$ for $m'=\pm\tfrac32$, $e^{i\pi/3}$ for $m'=\tfrac52,-\tfrac12$, and $e^{-i\pi/3}$ for $m'=-\tfrac52,\tfrac12$. The doublet has character $+1$ on $C_3$, and the only two eigenvalues from this list that add to $1$ are $e^{i\pi/3}$ and $e^{-i\pi/3}$. The whole eigenspace with eigenvalue $-1$ therefore lies in the quartet. The states $|m'=\pm\tfrac32\rangle$ are eigenstates of both $H_{CF}$ and $\mathbf n\cdot\mathbf J$, with energies $\pm\tfrac32x$ at any field. This is the value $y=\tfrac32$ found from (12). The inner pair then takes $-\tfrac{20}9x^2/\Delta$ each.

**Other multiplets.** Admixture of another multiplet leaves the form (1) valid to first order in the field, by the first derivation, and changes the constants. For one f electron, $\chi_{7/2}$ is $8$ on $E$ and $\sin(8\pi/3)/\sin(\pi/3)=1$ on $C_3$, so $j=\tfrac72$ contains $\Gamma_8$ $(32-8)/24=1$ time. The crystal field mixes it into the lower quartet with an amplitude of order $\Delta$ over the spin-orbit gap. The operator $\mathbf M=\mathbf J+(g_s-1)\mathbf s$ has elements between the two multiplets through $\mathbf s$, so $g$ and $f$ change at first order in that amplitude. The fixed rational values in (4) also depend on $\Gamma_8$ occurring once in the multiplet. For $J=\tfrac92$ the count is $(40+8)/24=2$, the two quartets mix according to the ratio of the crystal-field terms, and $P$ and $Q$ vary with it.

## A worked example

The model is one f electron with round parameters: quartet lowest, $\Delta=0.030$ eV, spin-orbit coupling $\zeta\,\mathbf L\cdot\mathbf s$ with $\zeta=0.10$ eV, no sixth-rank crystal field, and $B=5$ T. With $g_s=2.002319$,

$$g_J=\frac{8-2.002319}7=0.856812 .$$

With $\mu_B=5.788382\times10^{-5}$ eV/T, $\mu_BB=2.89419\times10^{-4}$ eV and

$$x=0.856812\times2.89419\times10^{-4}\ \text{eV}=2.47978\times10^{-4}\ \text{eV},\qquad x/\Delta=0.00827 .$$

The quartet at $120B_4$ lies below the doublet at $-240B_4$ for $B_4<0$, so $B_4=-0.030/360=-8.333\times10^{-5}$ eV. The constants for the pure multiplet are

$$g=\tfrac{23}{18}\times0.856812=1.0948,\quad f=-\tfrac{10}9\times0.856812=-0.9520,\quad P=-1.5708,\quad Q=0.4284 .$$

The levels of (1) are $\pm xy$ with $y$ in units of $g_J$ from (12); for instance $1.8333\times2.47978\times10^{-4}=4.546\times10^{-4}$ eV. They are compared with the lowest four eigenvalues of the $6\times6$ matrix $H_{CF}-120B_4+x\,\mathbf n\cdot\mathbf J$, diagonalized numerically. Energies are in units of $10^{-4}$ eV.

| direction | method | $E_1$ | $E_2$ | $E_3$ | $E_4$ |
|---|---|---|---|---|---|
| [001] | Eq. (1) | $-4.5463$ | $-1.2399$ | $1.2399$ | $4.5463$ |
| [001] | six levels | $-4.5908$ | $-1.2399$ | $1.2399$ | $4.4997$ |
| [110] | Eq. (1) | $-4.0545$ | $-2.4014$ | $2.4014$ | $4.0545$ |
| [110] | six levels | $-4.0787$ | $-2.4224$ | $2.3798$ | $4.0302$ |
| [111] | Eq. (1) | $-3.7197$ | $-2.8931$ | $2.8931$ | $3.7197$ |
| [111] | six levels | $-3.7197$ | $-2.9385$ | $2.8474$ | $3.7197$ |

The digits are kept so that the two rows can be subtracted. The second-order unit is

$$-\tfrac{20}9\,\frac{(2.47978\times10^{-4})^2}{0.030}\ \text{eV}=-4.555\times10^{-6}\ \text{eV},$$

or $-0.04555$ in the units of the table, which is $1.0\%$ of the outer level along $[001]$. Along $[001]$ the inner levels agree, and the outer ones move by $-0.0445$ and $-0.0466$. The difference between these two is the third-order effect: $\tfrac83\times0.00827=0.022$, and $0.04555/1.022=0.0446$, $0.04555/0.978=0.0466$, in agreement within the rounding of the last digit. Along $[111]$ the outer levels agree, as the argument from the threefold axis requires, and the inner ones move by $-0.0454$ and $-0.0457$, close to one unit each. Along $[110]$ the shifts are $-0.0242$, $-0.0210$, $-0.0216$, $-0.0243$. Their sum is $-0.0911$, which is $2\times(-0.04555)$, the direction-independent sum. The total span along $[111]$ is $3x=7.439\times10^{-4}$ eV, or $179.9$ GHz.

For the mixing of multiplets the Hamiltonian is $\zeta\,\mathbf L\cdot\mathbf s+b_4(O_4^0+5O_4^4)$ on the 14 states of $l=3$, $s=\tfrac12$, with the Stevens operators now built from $\mathbf L$. The eigenvalues of $\mathbf L\cdot\mathbf s$ are $\tfrac32$ for $j=\tfrac72$ and $-2$ for $j=\tfrac52$, so the spin-orbit gap is $\tfrac72\zeta=0.35$ eV. The parameter $b_4$ is chosen so that the projection on $j=\tfrac52$ has the gap $\Delta$. That projection is a cubic invariant. It is traceless, because the trace over a rotation-invariant subspace sees only the rotational average of the operator, a multiple of the identity on $l=3$, and $O_4^0=35m^4-335m^2+360$ takes the values $180,-420,60,360$ for $|m|=3,2,1,0$, with trace $2(180-420+60)+360=0$. It is therefore a multiple of the operator for $J=\tfrac52$, and one diagonal element gives the factor. The state $|j=\tfrac52,m=\tfrac52\rangle=\sqrt{6/7}\,|3\downarrow\rangle-\sqrt{1/7}\,|2\uparrow\rangle$ is the one orthogonal to $J_-|3\uparrow\rangle=\sqrt6\,|2\uparrow\rangle+|3\downarrow\rangle$. Its expectation value is $\tfrac67\cdot180-\tfrac17\cdot420=\tfrac{660}7$, against $60$ for the operator in $\mathbf J$. So $B_4/b_4=\tfrac{11}7=1.57143$ and $b_4=-5.303\times10^{-5}$ eV.

The $14\times14$ matrix is diagonalized numerically. The lowest four states are degenerate and lie $0.0297$ eV below the next level. The standard basis is obtained from the counting rule: with $D(R)$ the matrices of the rotations among the four eigenvectors and $X$ an arbitrary $4\times4$ matrix, the sum $\sum_RD(R)XD^{3/2}(R)^\dagger$ is proportional to $W$. The matrices of $\mathbf L+g_s\mathbf s$ in that basis are then resolved into $\tilde S_i$ and $\tilde S_i^3$ by linear least squares. The result is

$$g=1.1353,\qquad f=-0.9628,\qquad P=-1.5465,\qquad Q=0.4473 ,$$

and (2) connects them: $(27\times0.44728+1.54652)/12=1.1353$ and $(-1.54652-3\times0.44728)/3=-0.9628$. Relative to the pure-multiplet values, $g$ has grown by $3.7\%$, $|f|$ by $1.1\%$ and $Q$ by $4.4\%$, while $|P|$ has fallen by $1.5\%$. First-order mixing makes these changes proportional to the ratio $0.030/0.35\approx0.09$ at leading order; in this model all four are smaller than that ratio. In this model at 5 T the mixing moves the outer level along $[001]$ by $1.5\%$ of its Zeeman energy and the second-order term moves it by $1.0\%$; the first fraction is independent of the field and the second is proportional to it. A sixth-rank crystal field has no elements inside $j=\tfrac52$, where the highest rank is $5$, but it can connect $j=\tfrac52$ with $j=\tfrac72$, so the mixed values of $g$ and $f$ belong to this model with that term set to zero.

Numbers in the example were calculated in double precision.
